# Charge-pumping current with thermal emission during finite gate edges

A lateral silicon carbide test transistor with \(2\times10^{11}\) interface states per cm² and eV, gate area 800 µm² and a 3.23 eV gap is pulsed at 100 kHz. If every state in the gap carried one electron per period from the channel to the valence band, the current would be 82.8 nA. With gate edges of 1 µs the model below gives 67.8 nA. The missing 18 % belongs to states near the two band edges, which return their carriers to the band they came from while the gate is moving.

## Setting and assumptions

An n-channel MOSFET has source, drain and body at one potential. A trapezoidal gate pulse of frequency \(f\), swing \(\Delta V\), fall time \(t_f\) and rise time \(t_r\) drives the surface between inversion and accumulation. Source and drain supply electrons; the body supplies holes. Let \(e>0\) be the elementary charge, \(A\) the gate area and \(D(E)\) the density of interface states per area and energy.

A state at energy \(E\) has occupation \(\theta(t)\), with

\[
\dot\theta=c_n n(1-\theta)-e_n\theta-c_p p\,\theta+e_p(1-\theta). \tag{1}
\]

Here \(n,p\) are the surface carrier densities and \(c_{n,p}=\sigma_{n,p}v_{th}\) are capture coefficients, formed from cross sections and a thermal velocity.

In equilibrium electron capture and emission balance: \(e_n=c_n n(1-\theta)/\theta\). For a single-electron state with degeneracy factor one, \((1-\theta)/\theta=\exp[(E-E_F)/kT]\), and for Boltzmann carriers \(n=N_c\exp[-(E_c-E_F)/kT]\). The Fermi level cancels. The same argument for holes gives the second relation:

\[
e_n=\nu_n \exp\!\Big(\!-\frac{E_c-E}{kT}\Big),\quad
e_p=\nu_p \exp\!\Big(\!-\frac{E-E_v}{kT}\Big), \tag{2}
\]

with \(\nu_n=c_nN_c\) and \(\nu_p=c_pN_v\). These rates are used during the pulse as well, so field-assisted emission is left out.

The assumptions are:

1. The high plateau fills the states and the low plateau empties them.
2. Electron capture has died out before hole capture begins on the falling edge, and the reverse holds on the rising edge. A wide gap favours this, because \(np=n_i^2\) is tiny.
3. Capture stops and starts within times short compared with the interval between them.
4. The energy window \(W\) found below is much wider than \(kT\), and no state emits appreciably to both bands within a period.

Assumption 1 can fail within a few \(kT\) of a band edge. Such states exchange carriers with that band so fast that their net recombination vanishes, which is also what the formulas give.

## Theorem

Let \(D\) be uniform. Under these assumptions the magnitude of the recombination current is

\[
I=eAfD\,W, \tag{3}
\]
\[
W=E_g-kT\,[\ln(\nu_nt_e)+\gamma]-kT\,[\ln(\nu_pt_h)+\gamma], \tag{4}
\]

where \(\gamma=0.577\ldots\) is Euler's constant and \(\nu_nt_e,\nu_pt_h\gg1\). The mean emission time of the falling edge is

\[
t_e=\int\! dt\,\exp\!\Big(\!-\!\int_t^{\rm end}\! c_nn\,dt'\Big)\exp\!\Big(\!-\!\int_{\rm start}^t\! c_pp\,dt'\Big), \tag{5}
\]

taken from the end of the high plateau to the end of the low one. On the rising edge \(t_h\) follows by exchanging the carriers. The result is of leading order in the spread of the emission interval, as Lemma 2 makes precise.

## Lemma 1: the count over one period

Per state and period, the net number of electrons taken from the conduction band is

\[
R=\oint[c_nn(1-\theta)-e_n\theta]\,dt .
\]

The net number of holes taken from the valence band is \(\oint[c_pp\theta-e_p(1-\theta)]dt\). By (1) their difference is \(\oint\dot\theta\,dt=0\) in the periodic state. The source–drain and body currents therefore have equal magnitude, \(I=eAf\int D\,R\,dE\).

Between the end of the high plateau and the end of the low one, the occupation falls from 1 to 0. Let \(S_n\) be the part of this electron that leaves by net hole capture; \(1-S_n\) returns to the conduction band. In the other half-period the occupation rises from 0 to 1. Let \(S_p\) be the part supplied by net electron capture; \(1-S_p\) comes from hole emission. The conduction band gives \(S_p\) and gets back \(1-S_n\), so

\[
R=S_p-(1-S_n)=S_n+S_p-1. \tag{6}
\]

## Lemma 2: survival during an edge

To leading order, \(S_n=\exp(-e_nt_e)\) and \(S_p=\exp(-e_pt_h)\).

*Proof.* Take first a state for which \(e_p\) is negligible over a period, and choose a time \(t_m\) after electron capture has ended and before hole capture begins. Up to \(t_m\), equation (1) reads \(\dot\theta+(e_n+c_nn)\theta=c_nn\). The long high plateau has erased the initial value, so the integrating factor gives

\[
\theta(t_m)=\int^{t_m}\! w_1(t_1)\,\exp[-e_n(t_m-t_1)]\,dt_1,
\]
\[
w_1(t_1)=c_nn(t_1)\exp\!\Big(\!-\!\int_{t_1}^{t_m}\!c_nn\,dt'\Big).
\]

The weight \(w_1\) is the probability density of the last event in a random sequence of capture opportunities of rate \(c_nn\). It integrates to one because the plateau offers many of them.

After \(t_m\) there is only loss, \(\dot\theta=-(e_n+c_pp)\theta\). The part that meets a hole is

\[
S_n=\int_{t_m}\! c_pp\,\theta\,dt_2
=\theta(t_m)\int_{t_m}\! w_2(t_2)\,\exp[-e_n(t_2-t_m)]\,dt_2,
\]

where \(w_2(t_2)=c_pp(t_2)\exp(-\int_{t_m}^{t_2}c_pp\,dt')\) is the density of the first hole-capture opportunity. The time \(t_m\) cancels in the product:

\[
S_n=\big\langle \exp(-e_n\Delta)\big\rangle,\qquad \Delta=t_2-t_1, \tag{7}
\]

with \(t_1,t_2\) independent. The interval \(\Delta\) is the total time for which \(t_1<t<t_2\). Its mean is thus the time integral of the probability that no electron opportunity comes after \(t\) and no hole opportunity has come before \(t\). This is (5), so \(\langle\Delta\rangle=t_e\).

If \(\delta^2\) is the variance of \(\Delta\), expansion about the mean gives

\[
S_n= \exp(-e_nt_e)\,\big[1+\tfrac12e_n^2\delta^2+\dots\big]. \tag{8}
\]

The correction is of second order in \(\delta/t_e\) where \(e_nt_e\) is of order one. Where \(e_nt_e\) is large, \(S_n\) is already small.

For states so near \(E_v\) that \(e_p\) matters, electron emission over a period is negligible by assumption 4. Then \(S_n=1\), in agreement with the formula. Exchanging the carriers proves the statement for \(S_p\). \(\square\)

## Lemma 3: the energy integral

For \(a>0\), with \(E_1(a)=\int_a^\infty \mathrm e^{-u}du/u\),

\[
\int_0^\infty\!\big[1-\exp(-a\,\mathrm e^{-x/kT})\big]dx=kT\,[\ln a+\gamma+E_1(a)]. \tag{9}
\]

*Proof.* Put \(u=a\,\mathrm e^{-x/kT}\), so \(dx=-kT\,du/u\). The left side becomes \(kT\int_0^a(1-\mathrm e^{-u})\,du/u\). Integrate by parts; the boundary term at zero vanishes because \(u\ln u\to0\):

\[
\int_0^a\frac{1-\mathrm e^{-u}}{u}du=(1-\mathrm e^{-a})\ln a-\int_0^\infty\! \mathrm e^{-u}\ln u\,du+\int_a^\infty\! \mathrm e^{-u}\ln u\,du .
\]

The second integral is \(\Gamma'(1)=-\gamma\). The third, again by parts, is \(\mathrm e^{-a}\ln a+E_1(a)\). The terms with \(\mathrm e^{-a}\ln a\) cancel. \(\square\)

## Proof of the theorem

By (6), \(W=\int R\,dE\) over the gap is

\[
W=E_g-\int(1-S_n)\,dE-\int(1-S_p)\,dE .
\]

In the first integral put \(x=E_c-E\) and \(a=\nu_nt_e\), and use Lemma 2. Extending \(x\) from \(E_g\) to infinity adds at most \(kT\,a\,\mathrm e^{-E_g/kT}\), because \(1-\mathrm e^{-y}\le y\); this is negligible. Lemma 3 then gives \(kT[\ln(\nu_nt_e)+\gamma]\), since \(E_1(a)<\mathrm e^{-a}/a\) is negligible for \(a\gg1\). The second integral, with \(x=E-E_v\) and \(a=\nu_pt_h\), gives the other bracket. \(\square\)

## Remarks on the window

**Where the cuts lie.** The falling edge removes states near \(E_c\), and the rising edge removes states near \(E_v\). A sharp boundary that gives the same current lies where \(e_nt_e=\mathrm e^{-\gamma}=0.56\). Placing it at \(e_nt_e=1\), and likewise for holes, makes the window too wide by \(2\gamma kT\).

**Form with the intrinsic density.** Since \(n_i^2=N_cN_v\exp(-E_g/kT)\), one may write \(E_g=kT\ln(N_cN_v/n_i^2)\). Inserted in (4), the band densities cancel:

\[
W=-2kT\big[\ln\!\big(n_i\sqrt{c_nc_p\,t_et_h}\big)+\gamma\big]. \tag{10}
\]

Apart from their weak influence on \(t_e\) and \(t_h\), the cross sections enter through their geometric mean. One measurement of \(I\) cannot separate them.

**Simple emission times.** Between threshold and flat band the surface is depleted of both carriers. The time the gate spends there suggests

\[
t_e\approx t_f\,\frac{V_T-V_{FB}}{\Delta V},\qquad t_h\approx t_r\,\frac{V_T-V_{FB}}{\Delta V}. \tag{11}
\]

**Dependence on edge time.** On a linear falling edge, \(dt=(t_f/\Delta V)\,|dV|\). If capture begins and ends within the edge, (5) becomes \(t_f/\Delta V\) times a voltage integral in which both exponents are also proportional to \(t_f\). Its integrand decreases as \(t_f\) grows, so \(t_e/t_f\) decreases too: a slower ramp needs fewer carriers to complete capture. Stretching both edges together therefore narrows \(W\) by less than \(2kT\) per unit of \(\ln t_f\).

**Two limits.** With fixed edges and long plateaus, neither \(t_e\) nor \(t_h\) depends on \(f\), so \(I\) is proportional to \(f\). If the base level stays deep in depletion, in the example below at least 1 V above flat band, almost no holes arrive, assumption 1 fails and the theorem does not apply. The states then exchange electrons with the channel alone, and \(R\approx0\). Within about 0.3 V of flat band, enough holes remain at the surface to empty the states during the 4 µs plateau of the example; between these limits the states are emptied only in part.

**A density that rises towards the band.** For \(D_1\exp[-(E_c-E)/E_0]\), the number of states seen per area is \(\int D_1\mathrm e^{-x/E_0}S_n\,dx\). With \(u\) as in Lemma 3, \(a=\nu_nt_e\) and \(s=kT/E_0\), one has \(\mathrm e^{-x/E_0}=(u/a)^s\), hence

\[
N_{\rm seen}=D_1kT\,a^{-s}\int_0^a u^{s-1}\mathrm e^{-u}du. \tag{12}
\]

## The numbers

The example has \(T=300\) K, \(kT=25.85\) meV, \(N_c=1.7\times10^{19}\) and \(N_v=2.5\times10^{19}\) cm⁻³, \(v_{th}=2\times10^7\) cm/s, \(\sigma_n=10^{-15}\) and \(\sigma_p=3\times10^{-16}\) cm². Thus \(\nu_n=3.4\times10^{11}\) s⁻¹, \(\nu_p=1.5\times10^{11}\) s⁻¹ and \(n_i=1.5\times10^{-8}\) cm⁻³. The body has \(N_A=10^{16}\) cm⁻³ and the oxide is 50 nm thick; the relative permittivities are 9.7 and 3.9. The gate moves between −6 V and +14 V from flat band.

The densities in (5) are taken to follow the gate without delay, in equilibrium with source, drain and body at every instant; they are then fixed by the surface potential \(\psi\). With \(u=e\psi/kT\), \(n=(n_i^2/N_A)\mathrm e^u\) and \(p=N_A\mathrm e^{-u}\). Multiplying Poisson's equation by the potential gradient and integrating from the bulk gives the surface field \(F\):

\[
F^2=\frac{2N_AkT}{\varepsilon_s}\Big[\mathrm e^{-u}+u-1+\frac{n_i^2}{N_A^2}(\mathrm e^u-u-1)\Big].
\]

The gate voltage from flat band is \(\psi\pm\varepsilon_sF/C_{ox}\), with the sign of \(\psi\). Threshold, defined by \(n=N_A\), lies at 4.115 V. Equation (11) then gives \(1000\times4.115/20=206\) ns. Numerical integration of (5) gives \(t_e=211\) ns. Since the two edges are mirror images in time, \(t_h\) is the same.

The excluded energies are

\[
0.02585\,[\ln(3.4\times10^{11}\times2.11\times10^{-7})+0.577]=0.304\ \text{eV}
\]

below \(E_c\) and, with \(\nu_p\), 0.283 eV above \(E_v\). Hence \(W=3.230-0.304-0.283=2.643\) eV. The prefactor \(eAfD\) is 25.6 nA/eV, so \(I=67.8\) nA. The sharp rule would give 2.673 eV, about 1 % too wide; the simple times (11) change \(W\) by about 1 meV.

Equation (1) was also integrated over a full period for 801 levels, with 4000 steps of constant rates per edge, and gave \(W=2.6433\) eV against 2.6432 eV from (4). Over this case, two with shorter edges (both, or the rise alone, 0.1 µs) and one at 450 K, \(R\) differed from Lemmas 1 and 2 by at most \(6.4\times10^{-4}\). With both edges at 0.1 µs the window was 2.757 eV. The gain is 0.956 of \(2kT\ln10\), so within the model a density inferred from a slope of \(2kT\) would be about 4 % low.

A tail with \(D_1=10^{13}\) cm⁻² eV⁻¹ and \(E_0=80\) meV holds \(D_1E_0=8\times10^{11}\) states per cm². Equation (12) gives \(1.9\times10^{10}\) cm⁻², or 2.4 %. A small pumping current is thus no evidence against a dense tail at the band edge.

## Beside a real device

The parameters are rough values for a lateral 4H-SiC test transistor; the p-wells of power transistors are usually doped more heavily than \(10^{16}\) cm⁻³. All acceptors are taken as ionized, which is not so in the neutral body at 300 K; lowering the hole density to 40 % would change \(W\) by only about 1 meV. One assumption open to serious doubt is that all traps sit at the interface. Taking a 2.7 eV barrier, a tunnelling mass of 0.42 \(m\) and the 4 µs high plateau, electrons reach traps about 1.4 nm inside the oxide. At that depth \(x\) the capture rate \(c_nn\,\mathrm e^{-2\kappa x}\) has dropped to one event per plateau; here \(n\approx8\times10^{19}\) cm⁻³ is the surface density on the plateau from Boltzmann statistics (an overestimate, since it exceeds \(N_c\), but only its logarithm enters) and \(\kappa=\sqrt{2m^*\phi}/\hbar\), with tunnelling mass \(m^*\) and barrier \(\phi\). About \(1.4\times10^{18}\) traps per cm³ and eV in that layer would equal \(D\), and could nearly double the current if holes also emptied most of them each period. Field-assisted emission matters less: at the threshold field of 0.1 MV/cm, the Coulomb barrier of an attractive centre is lowered by \(e\sqrt{eF/\pi\varepsilon_s}\approx78\) meV (somewhat more right at the oxide, whose permittivity is lower), which could move the hole cut by up to roughly that much. The electron cut is hardly affected in this way, because the field in depletion presses electrons against the oxide and drives only holes into the body. The trapped charge shifts the gate voltage by \(eDW/C_{ox}=1.2\) V; even if all of it lengthened the 4.1 V interval, the cost would be only \(kT\ln(1+1.2/4.1)\approx7\) meV per edge. Electrons diffuse out of the channel, of length \(L=4\) µm and open at both ends, in about \(L^2/(\pi^2D_n)=31\) ns, with \(D_n=\mu kT/e\) and a mobility \(\mu\) of 20 cm²/Vs, shorter than the \(t_e\) of the 1 µs edges. This does not make transport negligible, because an emitted electron can be recaptured before it leaves. Over a time \(t\) the states emit about \(DkT\) electrons per area, and each stays for \(\tau=31\) ns, so the sheet density is about \(DkT\,\tau/t\) and the surface density is that times \(eF/kT\). An emptied state thus has about \(c_n\,eF D\,\tau\approx12\) chances of recapture at the threshold field. The electron cut moves towards \(E_c\) by up to about \(kT\ln12\approx0.06\) eV, which widens \(W\) by roughly 2 %, more than the \(2\gamma kT=0.03\) eV of the Euler terms. The numbers above therefore need \(c_n\,eFD\,\tau\ll1\), that is, a shorter channel or a higher mobility than in this example. With edges of 0.1 µs, \(t_e\) is only 23 ns. Electrons stranded in the channel then recombine and add to \(I\), as they would in a much longer channel, and the change of \(I\) with edge time no longer measures \(D\) alone. At 450 K, with pulse, cross sections and gap held fixed, \(N_{c,v}\propto T^{3/2}\) and \(v_{th}\propto T^{1/2}\), the window narrows to 2.29 eV. The neglected shrinkage of the gap, roughly 0.04 eV, would narrow it further by about as much.

All numerical values are calculated from the stated model.
